# The Kinetic Bohm Condition for a Collisionless Sheath with Boltzmann Electrons: verification in Python

```python
# Result under test: a collisionless sheath with Boltzmann electrons exists
# if and only if <v^-2> <= M/(k Te), the average being weighted by density.
# Scaled symbols: eta = potential-energy drop / kTe, speeds in units of the
# Bohm speed sqrt(kTe/M), lengths in Debye lengths, densities in edge density.
# "Uniform distribution": f(v) constant between speeds a and b, zero outside.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import dawsn, erfc


def ion_density(eta, a, b):
    return (np.sqrt(b*b + 2*eta) - np.sqrt(a*a + 2*eta))/(b - a)


def net_charge(eta, a, b):
    return ion_density(eta, a, b) - np.exp(-eta)


def charge_integral(eta, a, b):
    ions = ((b*b + 2*eta)**1.5 - b**3 - (a*a + 2*eta)**1.5 + a**3)/(3*(b - a))
    return ions - (1 - np.exp(-eta))


def poisson(a, b):
    return lambda x, y: [y[1], net_charge(y[0], a, b)]


def level_event(level, terminal=False, direction=0):
    def event(x, y):
        return y[0] - level
    event.terminal = terminal
    event.direction = direction
    return event


# ---------------- inputs (rough typical values for a Nb vapour plasma) -------
Te = 3.0                 # eV
density_cm3 = 1e10       # edge density, cm^-3
wall_drop = 60.0         # eV
mass_u = 92.906          # Nb, atomic mass units
E_low_pass, E_low_fail, E_high = 0.6, 0.2, 6.0   # eV
n0 = density_cm3*1e6
M = mass_u*sc.atomic_mass
bohm_speed = np.sqrt(Te*sc.eV/M)
debye = np.sqrt(sc.epsilon_0*Te*sc.eV/(n0*sc.e**2))
bohr = sc.physical_constants['Bohr radius'][0]
hartree_eV = sc.physical_constants['Hartree energy in eV'][0]
debye_au = np.sqrt(Te/hartree_eV/(4*np.pi*n0*bohr**3))
assert abs(debye_au*bohr/debye - 1) < 1e-7
eta_wall = wall_drop/Te
a1, a2, b = [np.sqrt(2*E/Te) for E in (E_low_pass, E_low_fail, E_high)]

# ---------------- ion density from Newton trajectories ----------------------
nodes, weights = np.polynomial.legendre.leggauss(12)
x_probe, half = 1.5, 0.005
tracked = 0.0
for node, weight in zip(nodes, weights):
    v0 = 0.5*(a1 + b) + 0.5*(b - a1)*node
    run = solve_ivp(lambda t, y: [y[1], 0.8*y[0] + 0.3*y[0]**2], (0, 10),
                    [0.0, v0], method='DOP853', rtol=1e-10, atol=1e-12,
                    events=[level_event(x_probe - half),
                            level_event(x_probe + half, True)])
    stay = run.t_events[1][0] - run.t_events[0][0]
    tracked += 0.5*weight*v0*stay/(2*half)
eta_probe = 0.4*x_probe**2 + 0.1*x_probe**3
formula_density = ion_density(eta_probe, a1, b)
assert abs(tracked - formula_density) < 1e-4

# ---------------- moments and small-drop limit ------------------------------
ratios, mean_speeds = [], []
for a in (a1, a2):
    ratio = quad(lambda v: v**-2/(b - a), a, b)[0]
    assert abs(ratio*a*b - 1) < 1e-9
    slopes = []
    for eta in (1e-1, 1e-3, 1e-5):
        n_def = quad(lambda v: v/np.sqrt(v*v + 2*eta)/(b - a), a, b,
                     epsabs=1e-13, epsrel=1e-13)[0]
        slopes.append((1 - n_def)/eta)
    assert slopes[0] < slopes[1] < slopes[2] < ratio
    assert abs(slopes[2] - ratio) < 2e-4
    ratios.append(ratio)
    mean_speeds.append(quad(lambda v: v/(b - a), a, b)[0])
assert ratios[0] < 1 < ratios[1] and mean_speeds[1] > 1

# ---------------- random multi-beam distributions ---------------------------
rng = np.random.default_rng(4)
eta_grid = np.geomspace(1e-3, 50, 300)
smallest_margin = np.inf
for trial in range(400):
    p = rng.uniform(0.1, 1, 5)
    p /= p.sum()
    v = rng.uniform(0.3, 3, 5)
    v *= np.sqrt(np.sum(p/v**2))          # now exactly marginal
    n_i = np.sum(p[:, None]*v[:, None]
                 / np.sqrt(v[:, None]**2 + 2*eta_grid), axis=0)
    margin = np.min((n_i - np.exp(-eta_grid))/np.minimum(eta_grid**2, 1))
    smallest_margin = min(smallest_margin, margin)
    assert margin > 0
    assert np.sum(p*v) >= 1
    slow = v/np.sqrt(1.05)                # five per cent over the bound
    tiny = 1e-5
    assert np.sum(p*slow/np.sqrt(slow**2 + 2*tiny)) < np.exp(-tiny)

# ---------------- divergent average: half-Maxwellian, Ti = Te ---------------
half_slopes = []
for eta in (1e-2, 1e-4):
    n_half = quad(lambda v: np.sqrt(2/np.pi)*np.exp(-v*v/2)*v
                  / np.sqrt(v*v + 2*eta), 0, 12, points=[0.01, 0.1, 1],
                  epsabs=1e-12, epsrel=1e-12, limit=300)[0]
    assert abs(n_half - np.exp(eta)*erfc(np.sqrt(eta))) < 1e-9
    half_slopes.append((1 - n_half)/eta)
assert abs(half_slopes[1]/(2/np.sqrt(np.pi*1e-4)) - 1) < 0.02
assert half_slopes[1] > 8*half_slopes[0]

# ---------------- passing case: foot, thickness and wall field --------------
kappa = np.sqrt(1 - ratios[0])
foot, eta_start = 1e-4, 0.1
run = solve_ivp(poisson(a1, b), (0, 100), [foot, kappa*foot],
                method='DOP853', rtol=1e-10, atol=1e-13,
                events=[level_event(2*foot), level_event(eta_start),
                        level_event(eta_wall, True)])
growth = np.log(2)/run.t_events[0][0]
assert abs(growth/kappa - 1) < 2e-3       # finite-amplitude correction
assert np.all(np.diff(run.y[0]) > 0)
thickness_ode = run.t_events[2][0] - run.t_events[1][0]
thickness = quad(lambda h: 1/np.sqrt(2*charge_integral(h, a1, b)),
                 eta_start, eta_wall, limit=200)[0]
assert abs(thickness_ode/thickness - 1) < 1e-5
wall_slope = np.sqrt(2*charge_integral(eta_wall, a1, b))
assert abs(run.y_events[2][0][1]/wall_slope - 1) < 1e-6

# ---------------- failing case: oscillation and field threshold -------------
wave = np.sqrt(ratios[1] - 1)
run = solve_ivp(poisson(a2, b), (0, 30), [1e-4, 0.0], method='DOP853',
                rtol=1e-10, atol=1e-14, events=level_event(0, False, -1))
period = run.t_events[0][1] - run.t_events[0][0]
assert abs(period*wave/(2*np.pi) - 1) < 1e-4
eta_neutral = brentq(net_charge, 1e-3, 2, args=(a2, b), xtol=1e-14)
depth = charge_integral(eta_neutral, a2, b)
assert depth < 0
slope_floor = np.sqrt(-2*depth)


def turning(x, y):
    return y[1]


turning.terminal = True
turning.direction = -1
for factor, reaches in ((0.99, False), (1.01, True)):
    run = solve_ivp(poisson(a2, b), (0, 200), [0.0, factor*slope_floor],
                    method='DOP853', rtol=1e-10, atol=1e-13,
                    events=[level_event(eta_wall, True), turning])
    assert (len(run.t_events[0]) == 1) == reaches
    assert (len(run.t_events[1]) == 1) == (not reaches)
# Average of v^-2 after the fall to the neutral point, from the definition.
moved = quad(lambda v: v/(v*v + 2*eta_neutral)**1.5/(b - a2), a2, b)[0]
ratio_after = moved/ion_density(eta_neutral, a2, b)
a_new, b_new = np.sqrt(a2**2 + 2*eta_neutral), np.sqrt(b**2 + 2*eta_neutral)
assert abs(ratio_after*a_new*b_new - 1) < 1e-8
assert ratio_after < 1

# ---------------- presheath with ions born at rest --------------------------


def birth(t):
    return (1/np.sqrt(t) - 2*dawsn(np.sqrt(t)))/np.pi


def birth_average(eta, power):
    # integral over birth potentials t of birth(t)*(eta-t)**(power-1/2)
    root = np.sqrt(eta)
    return quad(lambda q: 2*birth(eta*np.cos(q)**2)*root*np.cos(q)
                * (root*np.sin(q))**(2*power), 0, np.pi/2,
                epsabs=1e-9, epsrel=1e-9, limit=200)[0]


eta_edge = brentq(birth, 0.5, 1.2, xtol=1e-15)
for eta in (0.3, eta_edge):
    assert abs(birth_average(eta, 0) - np.exp(-eta)) < 1e-8
edge_n = birth_average(eta_edge, 0)
cold_ratio = birth_average(eta_edge, -1)/(2*edge_n)
cold_mean = np.sqrt(2)*birth_average(eta_edge, 0.5)/edge_n
assert abs(cold_ratio - 1) < 1e-6 and cold_mean > 1

# ---------------- sizes of neglected effects (rough inputs) -----------------
pressure_torr, gas_K = 1e-4, 3000.0
cx_cm2, ionise_cm3s = 1e-14, 1e-8
hot_part, hot_T = 0.05, 30.0
yield_sec, B_gauss = 0.1, 500.0
gas = pressure_torr*sc.torr/(sc.k*gas_K)
sheath = thickness*debye
free_path = 1/(gas*cx_cm2*1e-4)
cx_part = sheath/free_path
gas_eV = sc.k*gas_K/sc.eV
cx_shift = cx_part/gas_eV/(2/Te)
speed = mean_speeds[0]*bohm_speed
ion_part = gas*ionise_cm3s*1e-6*sheath/speed
presheath = bohm_speed/(gas*ionise_cm3s*1e-6)


def two_temperature(eta):
    return (1 - hot_part)*np.exp(-eta) + hot_part*np.exp(-eta*Te/hot_T)


hot_bound = -(two_temperature(1e-4) - two_temperature(-1e-4))/2e-4
assert ratios[0] < hot_bound
lost = 0.5*erfc(np.sqrt(eta_wall))
secondary = yield_sec*speed/np.sqrt(2*wall_drop*sc.eV/sc.m_e)
gyro = M*speed/(sc.e*B_gauss*1e-4)

field_unit = Te/debye/100                 # V/cm
print(f"Electron temperature: {Te:.1f} eV; wall drop: {wall_drop:.0f} eV")
print(f"Edge density: {density_cm3:.1e} cm^-3; Nb mass: {mass_u:.3f} u")
print(f"Bohm speed: {bohm_speed/1e3:.3f} km/s")
print(f"Debye length: {debye*1e3:.4f} mm")
print(f"Bound on <1/E>: {2/Te:.4f} 1/eV; Te/2: {Te/2:.2f} eV")
print(f"Trajectory / formula density: {tracked:.6f} / {formula_density:.6f}")
print(f"  at scaled drop {eta_probe:.4f}")
for name, low, r, m in (("PASS", E_low_pass, ratios[0], mean_speeds[0]),
                        ("FAIL", E_low_fail, ratios[1], mean_speeds[1])):
    print(f"{name} case, entry energies: {low:.1f} to {E_high:.1f} eV")
    print(f"  <v^-2> kTe/M: {r:.4f}; <1/E>: {2*r/Te:.4f} 1/eV")
    print(f"  1/<1/E>: {Te/(2*r):.4f} eV")
    print(f"  mean speed: {m:.4f} Bohm speeds = {m*bohm_speed/1e3:.3f} km/s")
print(f"PASS scaled growth rate kappa: {kappa:.4f}; measured: {growth:.4f}")
print(f"PASS growth length: {debye/kappa*1e3:.4f} mm")
print(f"PASS thickness, drop {eta_start*Te:.1f} to {wall_drop:.0f} eV:"
      f" {thickness:.3f} Debye lengths")
print(f"  = {sheath*1e3:.3f} mm = {sheath*1e10:.3e} angstrom")
print(f"PASS wall field: {wall_slope*field_unit:.0f} V/cm")
print(f"FAIL scaled wavenumber: {wave:.4f}; measured: {2*np.pi/period:.4f}")
print(f"FAIL wavelength: {period*debye*1e3:.3f} mm")
print(f"FAIL drop to neutral point: {eta_neutral*Te:.4f} eV")
print(f"FAIL scaled charge integral there: {depth:.4e}")
print(f"FAIL minimum edge field: {slope_floor*field_unit:.2f} V/cm")
print(f"FAIL <v^-2> kTe/M after that drop: {ratio_after:.4f}")
print(f"Random marginal beams: smallest scaled margin {smallest_margin:.3e}")
print(f"Half-Maxwellian slope at drop 1e-2, 1e-4: {half_slopes[0]:.2f},"
      f" {half_slopes[1]:.2f}")
print(f"Cold-born presheath drop: {eta_edge:.4f} Te = {eta_edge*Te:.3f} eV")
print(f"  <v^-2> kTe/M: {cold_ratio:.6f}; mean speed: {cold_mean:.4f} Bohm")
print(f"Rough gas: {pressure_torr:.0e} Torr, {gas_K:.0f} K = {gas_eV:.3f} eV")
print(f"  gas density: {gas/1e6:.2e} cm^-3")
print(f"Rough charge-exchange cross-section: {cx_cm2:.0e} cm^2")
print(f"  free path: {free_path*1e3:.0f} mm; part colliding: {cx_part:.1e}")
print(f"  rough shift of <1/E> over its bound: {cx_shift:.1e}")
print(f"Rough ionisation coefficient: {ionise_cm3s:.0e} cm^3/s")
print(f"  ions added in sheath, part: {ion_part:.1e}")
print(f"  presheath length: {presheath*1e3:.0f} mm;"
      f" Debye/presheath: {debye/presheath:.1e}")
print(f"Hot electrons: part {hot_part:.2f} at {hot_T:.0f} eV;"
      f" bound becomes {hot_bound:.4f} M/kTe")
print(f"Electron part missing at edge by wall loss: {lost:.1e}")
print(f"Secondary yield {yield_sec:.1f}: edge density part {secondary:.1e}")
print(f"Field {B_gauss:.0f} G: ion gyroradius {gyro*1e3:.1f} mm;"
      f" sheath/gyroradius {sheath/gyro:.3f}")
print("no test failed")
```

Printed output:

```
Electron temperature: 3.0 eV; wall drop: 60 eV
Edge density: 1.0e+10 cm^-3; Nb mass: 92.906 u
Bohm speed: 1.765 km/s
Debye length: 0.1288 mm
Bound on <1/E>: 0.6667 1/eV; Te/2: 1.50 eV
Trajectory / formula density: 0.620836 / 0.620835
  at scaled drop 1.2375
PASS case, entry energies: 0.6 to 6.0 eV
  <v^-2> kTe/M: 0.7906; <1/E>: 0.5270 1/eV
  1/<1/E>: 1.8974 eV
  mean speed: 1.3162 Bohm speeds = 2.323 km/s
FAIL case, entry energies: 0.2 to 6.0 eV
  <v^-2> kTe/M: 1.3693; <1/E>: 0.9129 1/eV
  1/<1/E>: 1.0954 eV
  mean speed: 1.1826 Bohm speeds = 2.087 km/s
PASS scaled growth rate kappa: 0.4576; measured: 0.4577
PASS growth length: 0.2814 mm
PASS thickness, drop 0.3 to 60 eV: 13.201 Debye lengths
  = 1.700 mm = 1.700e+07 angstrom
PASS wall field: 784 V/cm
FAIL scaled wavenumber: 0.6077; measured: 0.6077
FAIL wavelength: 1.331 mm
FAIL drop to neutral point: 0.3782 eV
FAIL scaled charge integral there: -6.8339e-04
FAIL minimum edge field: 8.61 V/cm
FAIL <v^-2> kTe/M after that drop: 0.7811
Random marginal beams: smallest scaled margin 9.990e-02
Half-Maxwellian slope at drop 1e-2, 1e-4: 10.35, 111.85
Cold-born presheath drop: 0.8540 Te = 2.562 eV
  <v^-2> kTe/M: 1.000000; mean speed: 1.1443 Bohm
Rough gas: 1e-04 Torr, 3000 K = 0.259 eV
  gas density: 3.22e+11 cm^-3
Rough charge-exchange cross-section: 1e-14 cm^2
  free path: 3107 mm; part colliding: 5.5e-04
  rough shift of <1/E> over its bound: 3.2e-03
Rough ionisation coefficient: 1e-08 cm^3/s
  ions added in sheath, part: 2.4e-03
  presheath length: 548 mm; Debye/presheath: 2.3e-04
Hot electrons: part 0.05 at 30 eV; bound becomes 0.9550 M/kTe
Electron part missing at edge by wall loss: 1.3e-10
Secondary yield 0.1: edge density part 5.1e-05
Field 500 G: ion gyroradius 44.7 mm; sheath/gyroradius 0.038
no test failed
```
